# Site transfer time of a particle in a symmetric double well

## Problem

A light atom dissolved in a solid barrier layer can have two equivalent resting places separated by a potential barrier. In the simplest model it moves along one coordinate \(x\), in a potential with \(V(-x)=V(x)\) and one well on each side of \(x=0\). The two lowest energies are \(E_0\) and \(E_1\), and their difference is the splitting \(\Delta=E_1-E_0\). At \(t=0\) the atom is placed in the left well and is then left undisturbed.

(a) Estimate by scaling how long the atom takes to reach the right well, given \(\Delta\).

(b) Find this time exactly, for a starting state built from the two lowest levels.

(c) In what sense is the transfer complete?

(d) What changes if the starting packet also contains higher levels?

(e) What changes if one well is slightly deeper than the other?

For numbers, take

\[
V(x)=V_0\left[\left(\frac{x}{a}\right)^2-1\right]^2,\qquad V_0=300\ \text{meV},\quad a=0.50\ \text{Å},
\]

and a particle of mass \(m=1\) u. These are round model parameters and represent no particular material. The lowest levels, found numerically, are \(E_0=95.2387\) meV and \(E_1=95.6977\) meV, with \(\Delta=0.45897\) meV. The next two are \(E_2=252.36\) meV and \(E_3=270.59\) meV. All four lie below the barrier top, so at each of these energies the midpoint is classically forbidden, and passage across it is tunnelling. Use \(\hbar=0.658212\) meV ps.

## First estimate by scaling

Two energies might set the time scale: the vibrational quantum of a single well and the splitting. Near \(x=a\), write \(x=a+\delta\). Then \((x/a)^2-1\approx 2\delta/a\), so

\[
V\approx\frac{4V_0}{a^2}\,\delta^2=\frac12 m\omega^2\delta^2,
\qquad
\omega=\sqrt{\frac{8V_0}{ma^2}} .
\]

For the given parameters this harmonic approximation gives \(\hbar\omega=200.32\) meV. The wells are anharmonic, and the centres of the two lowest doublets lie only 166 meV apart, but the order of magnitude is the same. The corresponding time, \(1/\omega=0.658212/200.32\ \text{ps}\approx 0.0033\) ps, describes rattling inside one well. It contains no information about the passage to the other.

If only the two lowest levels take part, a shift of both energies by the same amount multiplies the whole state by a phase factor and changes no probability. The motion can therefore depend on \(E_0\) and \(E_1\) only through \(\Delta\). The one time that can be formed from \(\hbar\) and \(\Delta\) is

\[
t_{\text{est}}=\frac{\hbar}{\Delta}=\frac{0.658212\ \text{meV ps}}{0.45897\ \text{meV}}\approx 1.43\ \text{ps}.
\]

Scaling leaves a pure number in front undetermined. The exact solution must supply it.

## Exact solution

### The two site states

Bound states in one dimension are non-degenerate. If \(\psi(x)\) solves the stationary Schrödinger equation in a symmetric potential, so does \(\psi(-x)\) with the same energy, and the two must be proportional. Reflecting twice restores the function, so the factor is \(+1\) or \(-1\): each level is even or odd. The ground state \(\psi_0\) has no node and is even. The next state \(\psi_1\) has one node, which symmetry places at \(x=0\), and is odd.

Choose both functions real, normalized and positive for \(x>0\). On the right they then have the same sign, and on the left opposite signs. Define

\[
L=\frac{\psi_0-\psi_1}{\sqrt2},\qquad R=\frac{\psi_0+\psi_1}{\sqrt2}.
\]

In \(L\) the two functions subtract on the right and reinforce each other on the left, so \(L\) is the left site state. Reflection changes the sign of \(\psi_1\) alone, which gives \(R(x)=L(-x)\). The states are orthogonal:

\[
\langle L|R\rangle=\tfrac12\left(\langle\psi_0|\psi_0\rangle-\langle\psi_1|\psi_1\rangle\right)=0 ,
\]

because the cross terms vanish. With \(H\psi_n=E_n\psi_n\), the same expansion gives

\[
\langle L|H|L\rangle=\langle R|H|R\rangle=\frac{E_0+E_1}{2},\qquad
\langle L|H|R\rangle=\frac{E_0-E_1}{2}=-\frac{\Delta}{2}.
\]

The sites have equal mean energy and are coupled by \(-\Delta/2\). Neither site state is stationary.

### Time evolution

Each energy eigenstate acquires its own phase. Starting from \(L\),

\[
\psi(t)=\frac{e^{-iE_0t/\hbar}\psi_0-e^{-iE_1t/\hbar}\psi_1}{\sqrt2}
=\frac{e^{-iE_0t/\hbar}}{\sqrt2}\left(\psi_0-e^{-i\Delta t/\hbar}\psi_1\right).
\]

Project on \(R\), and write \(\varphi=\Delta t/\hbar\):

\[
\langle R|\psi(t)\rangle=\frac{e^{-iE_0t/\hbar}}{2}\left(1-e^{-i\varphi}\right).
\]

The squared magnitude of the bracket is

\[
|1-e^{-i\varphi}|^2=(1-e^{-i\varphi})(1-e^{i\varphi})=2-2\cos\varphi=4\sin^2\frac{\varphi}{2}.
\]

Dividing by 4 gives the probability of finding the right site state,

\[
P_R(t)=\sin^2\frac{\Delta t}{2\hbar}.
\]

The projection on \(L\) has a plus sign in the bracket and gives \(P_L(t)=\cos^2(\Delta t/2\hbar)\). The two add to 1, as they must when the state stays within the doublet.

Transfer is complete when \(P_R=1\). This first happens when the argument of the sine reaches \(\pi/2\):

\[
\frac{\Delta T}{2\hbar}=\frac{\pi}{2}
\quad\Longrightarrow\quad
\boxed{T=\frac{\pi\hbar}{\Delta}} .
\]

At this moment \(e^{-i\Delta T/\hbar}=e^{-i\pi}=-1\). The minus sign in \(L\) has become a plus sign, and

\[
\psi(T)=e^{-iE_0T/\hbar}R .
\]

The remaining factor has magnitude 1 and affects no probability. Since \(h=2\pi\hbar\), the time can also be written \(T=h/(2\Delta)\). The full period, after which the atom is back on the left, is \(2T=h/\Delta\).

For the example,

\[
T=\pi\times\frac{0.658212}{0.45897}\ \text{ps}\approx 4.51\ \text{ps},
\]

and the atom returns after about 9.01 ps. A numerical propagation of the full wave function, which does not use the level energies to advance the state, has the first maximum of the right-side probability at 4.5054 ps. The formula gives the same value to the printed digits.

### What "complete" means in space

The state at \(T\) is the mirror image of the starting state. This does not place the atom entirely at \(x>0\), because \(L\) itself has a tail across the midpoint. Let

\[
J=\int_0^\infty\psi_0\psi_1\,dx .
\]

By symmetry, \(\psi_0^2\) and \(\psi_1^2\) each have half their weight at \(x>0\). The probability of finding the atom there is therefore

\[
P_{x>0}(t)=\frac12\left(\frac12+\frac12-2J\cos\varphi\right)=\frac12-J\cos\frac{\Delta t}{\hbar}.
\]

The cross term has the factor \(2\cos\varphi\) because it is the sum of \(e^{-i\varphi}\) and its complex conjugate. The Cauchy–Schwarz inequality limits the overlap to

\[
J\le\sqrt{\frac12\cdot\frac12}=\frac12 .
\]

In the example \(J=0.49969\). The right-side probability starts at \(0.5-0.49969=0.00031\), passes through \(0.5\) at \(T/2\) and reaches \(0.99969\) at \(T\). The transfer between site states is complete, while about 0.03% of the probability remains on the left of the midpoint.

No other state of the doublet starts further to the left. For \(c_0\psi_0+c_1\psi_1\) with \(|c_0|^2+|c_1|^2=1\), the right-side probability is \(\tfrac12+2J\,\mathrm{Re}(c_0^*c_1)\). Since \(2|c_0||c_1|\le1\), this cannot fall below \(\tfrac12-J\), the value that \(L\) attains.

The mean position follows in the same way. Both \(\psi_0^2\) and \(\psi_1^2\) are even and contribute nothing, so

\[
\langle x\rangle(t)=-d\cos\frac{\Delta t}{\hbar},\qquad d=\langle\psi_0|x|\psi_1\rangle .
\]

Here \(d=0.463\) Å, and the mean position swings between \(-d\) and \(+d\). At \(T/2\) it is zero. This does not mean that the atom sits on top of the barrier: the state is then an equal superposition of the two sites.

### A starting packet with higher levels

A real preparation need not produce \(L\). Let \(G\) be a real, normalized packet in the left well, with expansion \(G=\sum_n g_n\psi_n\) and level probabilities \(p_n=g_n^2\). The levels alternate in parity, so the mirror image of \(G\) is \(\sum_n(-1)^ng_n\psi_n\). The overlap of the evolved packet with this mirror image at time \(T\) is

\[
A=\sum_n(-1)^n p_n e^{-iE_nT/\hbar}.
\]

In the term \(n=1\), the factor \(e^{-iE_1T/\hbar}=e^{-iE_0T/\hbar}e^{-i\pi}\) supplies a second minus sign, which cancels the first. With \(w=p_0+p_1\), the two lowest terms combine to

\[
(p_0+p_1)e^{-iE_0T/\hbar}=w\,e^{-iE_0T/\hbar}.
\]

The other terms have magnitudes that sum to \(1-w\). In the worst case they all oppose the doublet, so for \(w>\tfrac12\)

\[
|A|\ge w-(1-w)=2w-1,\qquad |A|^2\ge(2w-1)^2 .
\]

As an example, take the harmonic ground state of the left well, a Gaussian centred at \(-a\) whose probability density has standard deviation \(\sigma=\sqrt{\hbar/(2m\omega)}=0.102\) Å. Its weight in the lowest doublet is \(w=0.9671\), so the fidelity \(|A|^2\) must be at least 0.873. Full propagation gives 0.923, and a probability of 0.9775 on the right side. The second number is larger here because the mirrored Gaussian lies almost entirely at \(x>0\): the probability asks only where the atom is, while the fidelity also asks whether the packet has the mirrored shape. (For the start \(L\), whose mirror image has a tail at \(x<0\), the order is reversed: fidelity 1 against 0.99969.) Both numbers belong to the instant \(T=4.5054\) ps and change within femtoseconds as the higher levels beat against the doublet. At 4.51 ps they are 0.913 and 0.972, and within 0.15 ps of \(T\) the fidelity ranges from about 0.88 to 0.99.

The higher levels do not keep time with the lowest pair. The second doublet has splitting \(270.59-252.36=18.23\) meV and its own transfer time

\[
\frac{\pi\times0.658212}{18.23}\ \text{ps}\approx0.113\ \text{ps},
\]

about forty times shorter than \(T\). A packet with a large share of higher levels therefore has no single transfer time set by \(\Delta\).

### Unequal wells

Add a weak tilt \(Fx\) with \(F>0\), which lowers the left well. In the site basis,

\[
\langle L|x|L\rangle=-d,\qquad \langle R|x|R\rangle=d,\qquad \langle L|x|R\rangle=0 .
\]

The last element vanishes because its two cross terms cancel, and the diagonal elements of \(x\) in \(\psi_0\) and \(\psi_1\) are zero by parity. The site energies now differ by \(\varepsilon=2Fd\). Apart from the common mean energy, the Hamiltonian in the order \((L,R)\) is

\[
M=\frac12\begin{pmatrix}-\varepsilon&-\Delta\\-\Delta&\varepsilon\end{pmatrix}.
\]

This keeps only the lowest doublet, so the tilt must mix in the higher levels only weakly. Squaring the matrix gives

\[
M^2=\frac{\varepsilon^2+\Delta^2}{4}\,I=\frac{\Omega^2}{4}\,I,\qquad \Omega=\sqrt{\Delta^2+\varepsilon^2},
\]

where \(I\) is the unit matrix. In the power series of the evolution operator, even powers of \(M\) are then multiples of \(I\), and odd powers are multiples of \(M\). They sum to

\[
e^{-iMt/\hbar}=\cos\frac{\Omega t}{2\hbar}\,I-\frac{2i}{\Omega}\sin\frac{\Omega t}{2\hbar}\,M .
\]

Its element from \(L\) to \(R\) contains \(M_{RL}=-\Delta/2\) and equals \(i(\Delta/\Omega)\sin(\Omega t/2\hbar)\). Hence

\[
P_R(t)=\frac{\Delta^2}{\Delta^2+\varepsilon^2}\,\sin^2\frac{\Omega t}{2\hbar}.
\]

For \(\varepsilon=0\) the earlier result returns. For any other bias weak enough for this two-level description, the maximum stays below 1, and complete transfer from \(L\) to \(R\) does not occur. The first maximum comes at \(\pi\hbar/\Omega\), which is earlier than \(T\): the oscillation is faster but shallower.

With \(\varepsilon=\Delta\), the largest transfer is \(1/2\), first reached at 3.19 ps. With \(\varepsilon=10\Delta=4.59\) meV, it is \(1/101\approx0.0099\), first reached at 0.448 ps. Full propagation in the tilted potential, sampled every 10 fs, gives largest transfers of 0.49999 and 0.00988, close to the two-site values. The larger bias is only about 1.5% of the barrier height, yet it holds the transfer to about 1%. The bias has to be compared with the splitting, not with the barrier.

## Comparison of the estimate and the exact result

The exact time exceeds the estimate by a pure number:

\[
\frac{T}{t_{\text{est}}}=\pi,\qquad 4.51\ \text{ps}\quad\text{against}\quad1.43\ \text{ps}.
\]

The estimate marks the moment when the relative phase \(\Delta t/\hbar\) has reached 1 radian. Turning \(L\) into \(R\) requires a reversal of the relative sign, which is a phase of \(\pi\). At \(t_{\text{est}}\) the transfer probability is

\[
P_R(t_{\text{est}})=\sin^2\frac12\approx0.23 ,
\]

so less than a quarter of the transfer has taken place.

Scaling does give the dependence on \(\Delta\) correctly, and the unknown number cancels in ratios. Doubling the mass in the same potential provides an example. The splitting falls to 0.014831 meV, and

\[
T=\frac{\pi\times0.658212}{0.014831}\ \text{ps}\approx139\ \text{ps}.
\]

This is 31 times the time for 1 u, and the ratio of the two values of \(\hbar/\Delta\) is the same.

What scaling with \(\hbar\) and \(\Delta\) cannot give is the splitting itself. To see what controls it, multiply the Schrödinger equation for \(\psi_1\) by \(\psi_0\), and the one for \(\psi_0\) by \(\psi_1\), and subtract. The potential cancels:

\[
\psi_0\psi_1''-\psi_1\psi_0''=-\frac{2m\Delta}{\hbar^2}\,\psi_0\psi_1 .
\]

The left side is the derivative of \(\psi_0\psi_1'-\psi_1\psi_0'\). Integrate from 0 to infinity. The upper limit gives zero, and at the lower limit \(\psi_1(0)=0\), so

\[
\Delta=\frac{\hbar^2}{2mJ}\,\psi_0(0)\,\psi_1'(0).
\]

The splitting is set by how much of the wave function survives at the middle of the barrier. There the local decay constant is \(\kappa=\sqrt{2m(V_0-E_0)}/\hbar\). Doubling the mass lowers the zero-point level from 95.24 to 68.56 meV, so the barrier above the level grows from 204.76 to 231.44 meV. Both changes increase \(\kappa\), by the factor

\[
\sqrt{2\times\frac{231.44}{204.76}}\approx1.50 .
\]

The decay is faster, and it acts over a somewhat wider forbidden region, since the lower level meets the barrier farther from the midpoint. Both effects reduce \(\psi_0(0)\,\psi_1'(0)\). The prefactor \(\hbar^2/2m\) also halves. With \(J\) close to \(\tfrac12\) for both masses, the computed factor of 31 in \(\Delta\) divides into 2 from the prefactor and about 15.5 from the midpoint product.

Both the estimate and the exact result describe an isolated atom. The relative phase of \(\psi_0\) and \(\psi_1\) must survive for the whole time \(T\), which in the example is about 4.5 ps. Coupling to the vibrations of the surrounding solid, left out here, can disturb that phase. Nor is \(1/T\) a hopping rate. At early times \(P_R\approx(\Delta t/2\hbar)^2\) grows as the square of the time, whereas a constant rate would give linear growth, and after \(T\) the isolated atom goes back. A diffusion rate needs a model of the surroundings in addition to \(\Delta\). The numerical output below lists the values for both masses and both biases.

## Computed results

```
mass: 1.0 u
barrier V0: 300.0 meV
well position a: 0.50 angstrom
hbar: 0.658212 meV ps
E0: 95.2387 meV
E1: 95.6977 meV
E2: 252.36 meV
E3: 270.59 meV
splitting Delta: 0.45897 meV
T = pi hbar/Delta: 4.5054 ps
T from first maximum in propagation: 4.5054 ps
full return period 2T: 9.0108 ps
return probability at 2T: 1.000000
half-space overlap J: 0.49969
right-side probability at t=0: 0.00031
right-side probability at T/2: 0.50000
site-R probability at T/2: 0.50000
right-side probability at T: 0.99969
site-R probability at T: 1.00000
position amplitude d: 0.4633 angstrom
harmonic quantum of one well: 200.32 meV
Gaussian width sigma: 0.1021 angstrom
Gaussian weight w in lowest doublet: 0.9671
Gaussian mirror fidelity at T: 0.9234
lower bound (2w-1)^2: 0.8729
Gaussian right-side probability at T: 0.9775
bias 1 Delta: epsilon = 0.4590 meV
bias 1 Delta: largest transfer, propagated = 0.49999
bias 1 Delta: largest transfer, formula = 0.50000
bias 1 Delta: first-maximum time, formula = 3.1858 ps
bias 10 Delta: epsilon = 4.5897 meV
bias 10 Delta: largest transfer, propagated = 0.00988
bias 10 Delta: largest transfer, formula = 0.00990
bias 10 Delta: first-maximum time, formula = 0.4483 ps
heavier mass: 2.0 u
heavier mass, E0: 68.5627 meV
heavier mass, Delta: 0.014831 meV
heavier mass, T: 139.43 ps
heavier mass, site transfer at T: 1.000000
ratio of transfer times, 2 u to 1 u: 30.95
```
